\section*{The Coulomb Partial-Wave Series Diverges but Determines the Amplitude}

\section{What scaling fixes}

A particle of mass $m$ and velocity $v=\hbar k/m\ll c$ scatters from a fixed point charge with potential energy $C/r$, $C=Z_1Z_2\alpha\hbar c$. With $\eta=mC/(\hbar^2k)=Z_1Z_2\alpha c/v$, the Schr\"odinger equation is
\begin{equation}
\left(\nabla^2+k^2-\frac{2\eta k}{r}\right)\psi=0 .
\label{eq:se}
\end{equation}
The potential has no range, so $1/k$ is the one length left once the dimensionless $\eta$ is given. Hence $f=F(\eta,\theta)/k$, and the partial-wave factors $S_l$ depend on $l$ and $\eta$ alone. Whether $S_l$ approaches 1 at large $l$ is not fixed by scaling; the solution below shows that it does not.

At tree level (one-photon exchange) $f$ is linear in $mC/\hbar^2=\eta k$, an inverse length, and, being proportional to the Fourier transform of the potential, depends otherwise only on the momentum transfer $q=2ks$, $s=\sin(\theta/2)$. Dimensions then require $f\propto\eta k/q^2\propto\eta/(ks^2)$. The coefficient and the phase at finite $\eta$ need the solution.

\section{The amplitude without partial waves}

Put $\psi=e^{ikz}w(u)$ with $u=r-z$. Since $\partial_zu=-u/r$, $|\nabla u|^2=2u/r$ and $\nabla^2u=2/r$, equation (\ref{eq:se}) becomes $uw''+(1-iku)w'-\eta kw=0$. In the variable $\zeta=iku$ this is Kummer's equation $\zeta w''+(1-\zeta)w'+i\eta w=0$, so
\begin{equation}
\psi=N e^{ikz}M(-i\eta,1,iku),\qquad N=e^{-\pi\eta/2}\Gamma(1+i\eta).
\label{eq:wave}
\end{equation}
For large imaginary $\zeta$, Kummer's function obeys
\begin{equation}
M(a,b,\zeta)\simeq\Gamma(b)\left[\frac{(-\zeta)^{-a}}{\Gamma(b-a)}+\frac{e^{\zeta}\zeta^{a-b}}{\Gamma(a)}\right].
\label{eq:kummer}
\end{equation}
The first term gives the incident wave $e^{ikz+i\eta\ln ku}$. In the second, $ku=2krs^2$, $i^{-1-i\eta}=-ie^{\pi\eta/2}$ and $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$. It equals $f\,e^{i(kr-\eta\ln2kr)}/r$ with
\begin{equation}
f=-\frac{\eta}{2ks^2}\,S_0\,e^{-i\eta\ln s^2},\qquad S_l=\frac{\Gamma(l+1+i\eta)}{\Gamma(l+1-i\eta)}=e^{2i\sigma_l}.
\label{eq:f}
\end{equation}

\section{Where the partial-wave series comes from}

Let $\rho=kr$ and $x=\cos\theta$. Substituting $\rho^{l+1}e^{i\rho}w$ in the radial equation gives Kummer's equation in $-2i\rho$, with regular solution
\[
F_l=C_l\rho^{l+1}e^{i\rho}M(l+1+i\eta,2l+2,-2i\rho).
\]
The two terms of (\ref{eq:kummer}) are then complex conjugates. Their sum is $\sin(\rho-\eta\ln2\rho-l\pi/2+\sigma_l)$, with unit amplitude if $C_l=2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|/(2l+1)!$.

To expand (\ref{eq:wave}) in $F_lP_l(x)$, compare the coefficients of $\rho^lx^l$. In $\psi$ it is
\[
N\frac{i^l}{l!}\sum_{n=0}^l(-1)^n\binom ln\frac{(-i\eta)_n}{n!}
=N\frac{i^l(1+i\eta)_l}{(l!)^2},
\]
by the Chu--Vandermonde sum, where $(a)_n=\Gamma(a+n)/\Gamma(a)$. The leading coefficient of $P_l$ is $(2l)!/(2^l\,l!^2)$. Dividing by it and by $C_l$ gives
\begin{equation}
\psi=\sum_{l=0}^\infty(2l+1)i^le^{i\sigma_l}\frac{F_l(\rho)}{\rho}P_l(x).
\label{eq:series}
\end{equation}
Replacing every $F_l$ by its large-$\rho$ form and keeping the outgoing half yields the formal series
\begin{equation}
f\;\text{``=''}\;\frac1{2ik}\sum_{l=0}^\infty(2l+1)S_lP_l(x).
\label{eq:formal}
\end{equation}
This replacement is the faulty step. At fixed $\rho$, $F_l$ becomes very small for $l\gg\rho$, whereas its large-$\rho$ form has unit amplitude for every $l$. For $\eta=1$ and $\rho=20$, $F_0=-0.33$ but $F_{40}=9.7\times10^{-10}$. At $\theta=60^\circ$, series (\ref{eq:series}) up to $l=60$ gives $0.96500-0.24813i$, in agreement with (\ref{eq:wave}).

\section{Counter-example: $\eta=1$, $\theta=60^\circ$}

Here $x=s=1/2$, so $k|f|=1/(2\times0.25)=2$ and $k^2d\sigma/d\Omega=4$ per steradian. With $\sigma_0=-0.30164$, the phase multiplying $-2$ is $2\sigma_0-\ln0.25=0.783$, and $kf=-1.4176-1.4108i$. Partial sums of (\ref{eq:formal}), times $k$, are:
\begin{center}
\begin{tabular}{rcc}
$L$ & with $S_l$ & with $S_l-1$\\
10 & $1.41-1.04i$ & $1.41-3.81i$\\
100 & $-2.99-9.60i$ & $-2.99-17.93i$\\
1000 & $-26.30+6.81i$ & $-26.30-19.39i$\\
10000 & $33.01+73.92i$ & $33.01-8.90i$
\end{tabular}
\end{center}
Down both columns the distance from $kf$ grows; between the tabulated $L$ it oscillates. As derived below, the envelope grows as $\sqrt L$ in the first column and as $|S_L-1|\sqrt L$ in the second, where it falls almost to zero whenever $S_L$ passes 1 but reaches ever higher maxima in between. Subtracting 1 from $S_l$ does not cure this.

The cause is the size of the terms. The function $\sqrt{\sin\theta}\,P_l$ obeys $y''+[(l+\tfrac12)^2+1/(4\sin^2\theta)]y=0$, so at large $l$ it oscillates with frequency $l+\tfrac12$. Matching to $P_l\simeq J_0((l+\tfrac12)\theta)$ at small angle fixes amplitude and phase:
\begin{equation}
P_l\simeq\sqrt{\frac{2}{\pi l\sin\theta}}\cos\alpha_l,\qquad \alpha_l=(l+\tfrac12)\theta-\tfrac\pi4 .
\label{eq:P}
\end{equation}
A term of $kf$ therefore has envelope $\sqrt{2l/(\pi\sin\theta)}$. Two successive cosines cannot both be small, since $\cos(\alpha+\theta)=\cos\alpha\cos\theta-\sin\alpha\sin\theta$ and $\sin\theta\neq0$. The terms do not tend to zero, and the series diverges.

Nor does $S_l-1$ tend to zero. From (\ref{eq:f}), $\sigma_l-\sigma_{l-1}=\arctan(\eta/l)$, so $\sigma_l$ grows as $\eta\ln l$ in ever smaller steps, and $|S_l-1|=2|\sin\sigma_l|$ keeps returning close to 2 over long runs of $l$.

\section{The correct statement}

Let $\eta\neq0$ be real and $0<\theta<\pi$. Series (\ref{eq:formal}) diverges, but its Abel sum, obtained by inserting $r^l$ and letting $r\to1^-$ (here $r$ is a number, not the radius), is the amplitude (\ref{eq:f}). The arithmetic means of its partial sums have the same limit. Integrated term by term against a smooth function of $x$ on $[-1,1]$, the series converges. Abel summation and the distributional sense are thus not the only ways to give it a value.

\subsection{An identity for the partial sums}

Let $T_L=\sum_{l=0}^L(2l+1)S_lP_l$. Using $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ and collecting the coefficient of each $P_l$,
\begin{align}
(1-x)T_L&=\sum_{l=0}^Lb_lP_l+D_L,\label{eq:id}\\
b_l&=(2l+1)S_l-lS_{l-1}-(l+1)S_{l+1},\notag\\
D_L&=(L+1)(S_{L+1}P_L-S_LP_{L+1}).\notag
\end{align}
The edge term $D_L$ restores the $S_{L+1}$ that $b_L$ contains but $T_L$ does not, and includes the $P_{L+1}$ produced by the last term. The ratios $S_{l+1}/S_l=(l+1+i\eta)/(l+1-i\eta)$ and $S_{l-1}/S_l=(l-i\eta)/(l+i\eta)$ give
\begin{align}
b_l&=l(S_l-S_{l-1})-(l+1)(S_{l+1}-S_l)\notag\\
&=2i\eta S_l\left[\frac{l}{l+i\eta}-\frac{l+1}{l+1-i\eta}\right]
=\frac{2\eta^2(2l+1)S_l}{(l+i\eta)(l+1-i\eta)},
\label{eq:b}
\end{align}
because $l(l+1-i\eta)-(l+1)(l+i\eta)=-i\eta(2l+1)$. So $b_lP_l=O(l^{-3/2})$, and $\sum b_lP_l$ converges absolutely.

\subsection{The value of the reduced sum}

Insert Rodrigues' formula in $I_l=\int_{-1}^1(1-x)^{-i\eta}P_l\,dx$ and integrate by parts $l$ times. The boundary terms vanish, and
\begin{align*}
I_l&=\frac{(i\eta)_l}{2^ll!}\int_{-1}^1(1+x)^l(1-x)^{-i\eta}dx
=\frac{2^{1-i\eta}(i\eta)_l}{(1-i\eta)_{l+1}}\\
&=\frac{2^{1-i\eta}\,i\eta\,S_l}{S_0(l+i\eta)(l+1-i\eta)} .
\end{align*}
With $K=-2i\eta\,2^{i\eta}S_0$ this gives $\tfrac12(2l+1)KI_l=b_l$. Thus $b_l$ are the Legendre coefficients of $K(1-x)^{-i\eta}$. This function is bounded, so its Legendre series converges to it in mean square. The series also converges uniformly on closed intervals inside $(-1,1)$, so there it equals the function pointwise. Dividing by $2ik(1-x)$ and using $1-x=2s^2$,
\[
\frac{K(2s^2)^{-1-i\eta}}{2ik}=\frac{-i\eta S_0\,s^{-2-2i\eta}}{2ik}=-\frac{\eta S_0}{2ks^2}e^{-i\eta\ln s^2}=f .
\]

\subsection{The edge term and how averaging removes it}

Since $S_{L+1}-S_L=O(1/L)$, $D_L=L\,S_L(P_L-P_{L+1})+O(L^{-1/2})$. By (\ref{eq:P}), the difference contains $\cos\alpha_L-\cos(\alpha_L+\theta)=2s\sin((L+1)\theta-\pi/4)$. The tail of $\sum b_lP_l$ is also $O(L^{-1/2})$, hence
\begin{equation}
\frac{T_L}{2i}=kf+\frac{S_L}{2i\,s}\sqrt{\frac{2L}{\pi\sin\theta}}\sin\!\left((L+1)\theta-\tfrac\pi4\right)+O(L^{-1/2}).
\label{eq:err}
\end{equation}
In the example the envelope of the error at $L=10000$ is 85.7. The sine is $-0.966$ at all four tabulated $L$, which predicts an error of modulus 82.8; the tabulated sum differs from $kf$ by 82.8.

For the Abel sum use $\sum_l t_lr^l=(1-r)\sum_LT_Lr^L$, where $t_l=(2l+1)S_lP_l$. The constant part of $T_L$ survives, and the $O(L^{-1/2})$ part contributes $O((1-r)^{1/2})$. The growing part consists of sums $\sum_Lw_Lz^L$ with $w_L=S_L\sqrt L$ and $z=re^{\pm i\theta}$. Multiplying by $1-z$ replaces $w_L$ by its difference $w_L-w_{L-1}$. Doing so twice leaves coefficients $O(L^{-3/2})$, which are summable. As $|1-z|$ stays away from zero, the sum is bounded, and the factor $1-r$ removes it. For the mean of the first $n$ partial sums, one summation by parts bounds the sum of the growing part by $O(\sqrt n)$, so the mean has error $O(n^{-1/2})$.

For $S_l=1$, $b_l=0$, and the edge term is all that remains. The series $\sum_l(2l+1)P_l$ therefore diverges too, with Abel sum zero for $\theta\neq0$, so the series with $S_l-1$ has the same Abel sum $f$. In (\ref{eq:err}) the subtraction changes $S_L$ to $S_L-1$. The smaller entry at $L=10000$ occurs because $|S_L-1|$ is only 0.43 there.

Numerically, damping by $e^{-0.001l}$ gives $-1.4138-1.4114i$. Combining this with damping $e^{-0.01l}$ to cancel the error linear in the damping rate gives $-1.4176-1.4109i$. The mean of the partial sums up to $L=10000$ is $-1.416-1.409i$. The reduced sum divided by $2i(1-x)$ already gives $-1.4182-1.4140i$ at $L=100$.

\subsection{Smooth angular windows}

Let $g(x)$ be smooth on $[-1,1]$. Legendre's differential equation and repeated integration by parts show that $g_l=\int P_lg\,dx$ falls faster than any power of $l$, so $\sum(2l+1)S_lg_l$ converges. Write $g=g(1)+(1-x)h$. The constant contributes through $l=0$, giving $2S_0g(1)$. For the rest, the recurrence used in (\ref{eq:id}) moves $1-x$ onto the series, without an edge term because $h_l$ also decays rapidly:
\begin{equation}
\sum_l(2l+1)S_lg_l=2S_0g(1)+K\!\int_{-1}^1\!(1-x)^{-1-i\eta}\,[g(x)-g(1)]\,dx .
\label{eq:dist}
\end{equation}
This settles what the function $f$ leaves open, since $|f|\propto1/(1-x)$ is not integrable at $\theta=0$. If $g$ vanishes near $x=1$, the right side is the ordinary integral of $2ikf$ with $g$. Keeping the $-1$ subtracts $2g(1)$, a forward delta term.

For a Gaussian window in $x$ of standard deviation 0.1 centred at $x=0.5$, the average of $kf$ from the series is $-0.17-1.32i$ up to $l=10$ and $-1.3423-1.5328i$ up to $l=40$. Equation (\ref{eq:dist}) gives $-1.3423-1.5328i$. This differs from the value at $60^\circ$ because $f$ varies across the window.

\section{Tree level and the end points}

To first order in $\eta$, $S_l-1=2i\eta d_l$ with $d_l=\Gamma'(l+1)/\Gamma(l+1)$, and $d_l-d_{l-1}=1/l$. The terms $(2l+1)d_lP_l$ have envelope proportional to $\sqrt l\ln l$, so the divergence is present at one-photon exchange. With $d_l$ in place of $S_l$, the first form in (\ref{eq:b}) gives $b_l=1-1=0$ for $l\geq1$ and $b_0=-1$. The edge term is removed as before, the logarithm being slowly varying. The Abel sum is $-1/(1-x)=-1/(2s^2)$, and
\[
f_{\rm tree}=\frac{2i\eta}{2ik}\left(-\frac1{2s^2}\right)=-\frac{\eta}{2ks^2}=-\frac{2\eta k}{q^2},
\]
the form required by scaling, now with its coefficient. In the example the extrapolated Abel sum is $-2.0000$, as is the formula. In this nonrelativistic problem the full amplitude has the same modulus, so the higher orders in $\eta$ change the phase and not the cross section.

The square-root law needs $0<\theta<\pi$. At $\theta=\pi$, $|P_l|=1$ and the terms $(2l+1)S_lP_l$ grow as $2l$. Near $\theta=0$, (\ref{eq:err}) holds only for $L\theta\gg1$, and near $\theta=\pi$ only for $L(\pi-\theta)\gg1$, because (\ref{eq:P}) needs $l\sin\theta\gg1$. As $\theta\to0$, $f$ itself diverges, so it has no finite forward limit for a summation method to reproduce. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All amplitudes are k f (dimensionless)
eta = 1.0, theta = 60.0 deg
sigma_0 = -0.30164 rad
closed amplitude: -1.41758 -1.41084i
modulus = 2.00000
k^2 dsigma/dOmega = 4.00000 per sr
amplitude from wave at kr=2000: -1.42043 -1.41366i
wave at kr=20, closed: 0.96500 -0.24813i
same wave, series to l=60: 0.96500 -0.24813i
F_0, F_40 at kr=20: -3.292e-01, 9.680e-10
L = 10
  partial sum with S_l: 1.40945 -1.03848i
  partial sum with S_l-1: 1.40945 -3.81158i
  error envelope with S_l: 2.711
  mean of partial sums: -1.00029 -1.36430i
  reduced series: -1.33186 -1.39575i
L = 100
  partial sum with S_l: -2.99065 -9.59500i
  partial sum with S_l-1: -2.99065 -17.92604i
  error envelope with S_l: 8.574
  mean of partial sums: -1.38142 -1.43906i
  reduced series: -1.41819 -1.41403i
L = 1000
  partial sum with S_l: -26.29865 +6.81221i
  partial sum with S_l-1: -26.29865 -19.39239i
  error envelope with S_l: 27.113
  mean of partial sums: -1.42050 -1.40925i
  reduced series: -1.41768 -1.41080i
L = 10000
  partial sum with S_l: 33.00513 +73.91858i
  partial sum with S_l-1: 33.00513 -8.90318i
  error envelope with S_l: 85.738
  mean of partial sums: -1.41628 -1.40887i
  reduced series: -1.41758 -1.41083i
largest |S_l-1|, l=1700..40000: 2.0000
Abel sum, damping exp(-0.01 l): -1.37987 -1.41564i
Abel sum, damping exp(-0.001 l): -1.41379 -1.41137i
Abel sum, extrapolated: -1.41756 -1.41089i
window: Gaussian in cos(theta), width 0.10
  window average, series to l=10: -0.17234 -1.31685i
  window average, series to l=20: -1.37766 -1.66876i
  window average, series to l=40: -1.34232 -1.53277i
  window average, series to l=60: -1.34227 -1.53280i
  window average, closed form: -1.34227 -1.53280i
tree level, Abel extrapolated: -2.00004
tree level, closed form: -2.00000
\end{verbatim}
